# Quadratically Convergent Hartree-Fock with an Augmented-Hessian Trust Region

## Two ways an SCF iteration goes wrong

Take water in the 6-31G basis, close to its closed-shell Hartree-Fock minimum. Repeated diagonalization of the Fock matrix (Roothaan iteration) multiplies the magnitude of the slowest error component by 0.592 per cycle. One further decimal digit then costs $\ln 10/(-\ln 0.592)\approx4.4$ cycles. With a factor above one, the iteration generally moves away from the solution even when started close to it.

Newton's method removes the linear error term but has a fault of its own: it looks for a zero gradient, not for a low energy. Started 0.02 rad from a saddle of the same molecule, along the descending direction, a Newton step raises the energy by 0.00978 eV, because it goes back to the saddle.

The first fault is cured by using the true second derivatives, as in Bacskay's quadratically convergent SCF, here written in orbital rotations. The second is cured by an augmented Hessian with a limit on the step length, provided the search space contains the descending direction; when the matrix is not stored, probe vectors are added for this purpose.

## Energy to second order

Orbitals are real, each occupied orbital holds two electrons, and $C^TSC=1$ with $S$ the overlap matrix. Indices $i,j$ are occupied and $a,b$ virtual. Algebra is in atomic units. With $D=2C_oC_o^T$,

$$E(D)=E_{\rm nuc}+\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\,G(D),\qquad G(D)=J(D)-\tfrac12K(D),$$

$$J(D)_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad K(D)_{pq}=\sum_{rs}(pr|qs)D_{rs}.$$

$G$ is linear, and the permutation symmetry of real integrals gives $\mathrm{Tr}\,A\,G(B)=\mathrm{Tr}\,B\,G(A)$ for symmetric $A,B$. Hence, with $F=h+G(D)$,

$$E(D+\delta)=E(D)+\mathrm{Tr}\,F\delta+\tfrac12\mathrm{Tr}\,\delta\,G(\delta). \tag{1}$$

Rotate the orbitals by $C\to Ce^{\Omega}$, $\Omega^T=-\Omega$. Rotations within the occupied or within the virtual space leave $D$ unchanged, so only $\Omega_{ai}=\kappa_{ai}=-\Omega_{ia}$ is kept. In the orbital basis, occupied block first,

$$\Omega=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix},\qquad P=\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

The density becomes $2e^{\Omega}Pe^{-\Omega}=2P+2[\Omega,P]+[\Omega,[\Omega,P]]+O(\kappa^3)$. Multiplying the blocks gives

$$D^{1}=2[\Omega,P]=\begin{pmatrix}0&2\kappa^T\\2\kappa&0\end{pmatrix},\qquad
D^{2}=[\Omega,[\Omega,P]]=\begin{pmatrix}-2\kappa^T\kappa&0\\0&2\kappa\kappa^T\end{pmatrix}.$$

Insert $\delta=D^1+D^2$ into (1). The two off-diagonal blocks of $D^1$ contribute equally, so

$$\mathrm{Tr}\,FD^1=4\sum_{ai}F_{ai}\kappa_{ai},\qquad \tfrac12\mathrm{Tr}\,D^1G(D^1)=2\sum_{ai}\kappa_{ai}G(D^1)_{ai},$$

$$\mathrm{Tr}\,FD^2=2\sum_{abi}\kappa_{ai}F_{ab}\kappa_{bi}-2\sum_{aij}\kappa_{ai}\kappa_{aj}F_{ji}.$$

Comparison with $E+g\cdot\kappa+\frac12\kappa\cdot H\kappa$ gives

$$g_{ai}=4F_{ai},\qquad (H\kappa)_{ai}=4\Big[\sum_bF_{ab}\kappa_{bi}-\sum_j\kappa_{aj}F_{ji}+G(D^1)_{ai}\Big]. \tag{2}$$

The operator in (2) is symmetric, because $F$ is symmetric and so is the form $\mathrm{Tr}\,D^1(\kappa')G(D^1(\kappa))$; a symmetric operator is fixed by its quadratic form.

In the atomic-orbital basis $D^1=2(C_v\kappa C_o^T+C_o\kappa^TC_v^T)$. A product $H\kappa$ therefore needs one evaluation of $G$ for a symmetric matrix, the same work as the two-electron part of a Fock matrix. No integrals are transformed to the orbital basis and $H$ is never stored.

Diagonalizing $F$ separately in the occupied and virtual spaces leaves the determinant unchanged and turns the first two terms of (2) into $H_0\kappa$, with $(H_0)_{ai}=4(\varepsilon_a-\varepsilon_i)$. The remaining term is the response of the mean field to the rotation.

## Error of a Newton step

A Newton step solves $H\kappa=-g$, rotates the orbitals, and expands again about the new ones. Let $e$ be the rotation that would carry the current determinant to a nearby stationary one. Let $L$ bound the rate of change of the Hessian of $E(\kappa)$ in this neighbourhood. The gradient vanishes at $\kappa=e$, so Taylor's theorem gives

$$0=g+He+r,\qquad |r|\le\tfrac12L|e|^2 .$$

Suppose the linear equations are solved with a residual $\rho$, so that $H\kappa=-g+\rho$. Subtracting $He=-g-r$,

$$H(\kappa-e)=\rho+r,\qquad |\kappa-e|\le\|H^{-1}\|\big(\tfrac12L|e|^2+|\rho|\big). \tag{3}$$

The new error is the rotation from the determinant at $\kappa$ to that at $e$. It depends smoothly on $\kappa$ and vanishes at $\kappa=e$, so it is at most a constant times $|\kappa-e|$. Convergence is quadratic if $H$ is nonsingular at the solution, the start is close enough, and $|\rho|$ is at most of order $|g|^2$. If $H$ becomes singular, the bound is lost. This happens, for instance, when the solution belongs to a continuous family of equal energy, along which the curvature is zero.

Equation (3) makes no use of the sign of $H$. Saddles attract Newton steps as minima do.

**The Roothaan rate.** Diagonalizing $F$ requires the occupied-virtual block of $e^{-\Omega}Fe^{\Omega}=F+[F,\Omega]+\dots$ to vanish. To first order, $F_{ai}+(\varepsilon_a-\varepsilon_i)\kappa_{ai}=0$, or $\kappa=-H_0^{-1}g$, provided the same orbitals stay occupied. This is Newton's step without the response term. Since $g=-He+O(|e|^2)$,

$$e_{\rm new}=e-\kappa+O(|e|^2)=(1-H_0^{-1}H)e+O(|e|^2).$$

The asymptotic linear factor is the spectral radius of $1-H_0^{-1}H$. Neglect of the response is thus what makes the convergence linear.

## The augmented Hessian

For an indefinite $H$, consider the lowest eigenpair of

$$\begin{pmatrix}0&\alpha g^T\\ \alpha g&H\end{pmatrix}\begin{pmatrix}1\\ \alpha\kappa\end{pmatrix}=\lambda\begin{pmatrix}1\\ \alpha\kappa\end{pmatrix},\qquad\alpha\ge1 .$$

Its rows read

$$\lambda=\alpha^2g\cdot\kappa,\qquad (H-\lambda)\kappa=-g. \tag{4}$$

Let $\omega_1\le\omega_2\le\dots$ be the eigenvalues of $H$ and $v$ the lowest eigenvector. The trial vectors $(1,0)$ and $(0,v)$ have Rayleigh quotients $0$ and $\omega_1$. The lowest eigenvalue cannot exceed either, so $\lambda\le\min(0,\omega_1)$ and $H-\lambda$ has no negative eigenvalue.

Write $q(p)=g\cdot p+\frac12p\cdot Hp$ for the model energy change. The function $q(p)-\frac12\lambda|p|^2$ is convex and, by (4), stationary at $\kappa$. Therefore

$$q(p)\ge q(\kappa)+\tfrac12\lambda\big(|p|^2-|\kappa|^2\big).$$

For $|p|\le|\kappa|$ the last term is not negative. The step minimizes the model on the ball of radius $|\kappa|$. If $g\ne0$ and the $\alpha=1$ step is shorter than the permitted radius $h$, it is not the minimizer on the larger ball, because $\lambda<0$ and the model gradient there is $g+H\kappa=\lambda\kappa\ne0$; it is still a descent step and is accepted as a candidate.

**Control of the length.** With $\gamma_k$ the components of $g$ along the eigenvectors of $H$,

$$|\kappa|^2=\sum_k\frac{\gamma_k^2}{(\omega_k-\lambda)^2},\qquad \alpha^2=\frac{-\lambda}{\sum_k\gamma_k^2/(\omega_k-\lambda)} .$$

As $\lambda$ moves down from $\min(0,\omega_1)$, the length falls and $\alpha$ rises. If the $\alpha=1$ step is too long, one solves $|\kappa(\lambda)|=h$ for $\lambda$, which amounts to choosing $\alpha>1$.

**The hard case.** If $\omega_1<0$ and $g\cdot v=0$, the length stays finite as $\lambda\to\omega_1$ from below, with limit

$$\kappa_p=-\sum_{\omega_k>\omega_1}\frac{\gamma_k}{\omega_k-\omega_1}v_k$$

(for a degenerate $\omega_1$, $g$ must be orthogonal to all its modes). When no acceptable $\alpha=1$ step exists and $|\kappa_p|<h$, take

$$\kappa=\kappa_p+\tau v,\qquad \tau^2=h^2-|\kappa_p|^2 .$$

It satisfies the second equation of (4) with $\lambda=\omega_1$, since $(H-\omega_1)v=0$, so the minimization argument still applies. Both signs of $\tau$ give the same model energy. At a saddle with $g=0$ the step is $\pm hv$: the method leaves a point where Newton's equation gives no motion.

**The quadratic order survives.** Near a minimum with $\omega_1>0$ and $\alpha=1$, (4) gives $|\lambda|\le|g|^2/\omega_1$ and $|\kappa|\le|g|/\omega_1$. The shift acts in (3) as a residual $\rho=\lambda\kappa$ with $|\rho|\le|g|^3/\omega_1^2$, one order smaller than the Newton error.

## Accepting a step

Substituting $H\kappa=\lambda\kappa-g$ into the model gives

$$q=\tfrac12g\cdot\kappa+\tfrac12\lambda|\kappa|^2 .$$

Both terms are nonpositive, because $g\cdot\kappa=-\kappa\cdot(H-\lambda)\kappa$. The ratio $\Delta E/q$ measures the model's quality. The Taylor remainder of the energy is at most $L|\kappa|^3/6$, and on the boundary $|q|\ge\frac12|\lambda|h^2$, so

$$\left|\frac{\Delta E}{q}-1\right|\le\frac{Lh}{3|\lambda|}.$$

From (4), $|g|\le(\|H\|+|\lambda|)h$, so $|\lambda|$ grows at least as $|g|/h-\|H\|$ when $h\to0$; for $g=0$ at a saddle, $|\lambda|=|\omega_1|$. In both cases the bound tends to zero. Shrinking the radius after a rejection therefore leads to an accepted step, as long as rounding does not hide the energy change.

## Solving without the matrix

Keep an orthonormal basis $B$ containing $g$, and the products $HB$. Solve the trust-region problem for the small matrix $B^THB$, and form the full residual $r=(H-\lambda)\kappa+g$. The small problem makes $r$ orthogonal to $B$. Add the direction $M^{-1}r$, where $M$ is diagonal with entries $|4(\varepsilon_a-\varepsilon_i)-\lambda|$, raised to a positive floor where necessary. Since $r\cdot M^{-1}r>0$ for $r\ne0$, this direction does not lie in $B$, and the basis grows.

A basis grown from $g$ alone has a blind spot. If the determinant is symmetric under a mirror operation, the energy is the same for $\kappa$ and its mirror image. Then $g$ is even and $H$ maps even vectors to even vectors. In exact arithmetic the search can never see a descending direction that breaks the symmetry. The cure is to add probe vectors: unit vectors for the smallest $\varepsilon_a-\varepsilon_i$ and a random vector. The lowest eigenpair of $B^THB$ is then refined by its own residual. Its eigenvalue $\theta$ obeys $\theta\ge\omega_1$, so a negative $\theta$ proves that $H$ is indefinite, which at zero gradient means instability, whereas a positive one is evidence but no proof of a minimum.

The complete iteration is:

1. Build $F$, diagonalize its occupied and virtual blocks, and form $g=4F_{ai}$.
2. Grow $B$ from $g$ and the probes until the step residual and the lowest eigenpair are converged. For a step inside the radius, require $|r|\le|g|\min(0.01,|g|)$ in atomic units, down to a rounding floor.
3. Stop if $|g|$ is below its threshold and $\theta$ is not significantly negative.
4. Rotate by $e^{\Omega}$ and compute $\Delta E/q$. Accept if it is positive, or if $|q|$ is at rounding level.
5. Except at rounding level, set $h$ to half of $\min(h,|\kappa|)$ if the ratio is below 0.25. Double $h$, up to 1 rad, if the ratio exceeds 0.75 and the step reached the boundary. Return to 1.

## Water, from the wrong determinant

The molecule has bond length 0.96 angstrom and angle 104.5 degrees. In 6-31G there are 13 basis functions and 5 occupied orbitals, hence $5\times8=40$ rotations. Curvatures below are eigenvalues of $H$, per squared radian. The numerical check compares (2) with energy differences along six random directions at the core-Hamiltonian orbitals; the largest deviations are $8.3\times10^{-9}$ eV for the gradient and $3.3\times10^{-8}$ eV for the curvature.

From core-Hamiltonian orbitals, where the lowest curvature is $-206$ eV, the algorithm reaches $-2067.628$ eV ($-75.98394$ hartree). An independent DIIS calculation gives the same energy. The lowest curvature there is $+39.08$ eV, from the full 40-dimensional Hessian.

Exchanging the highest occupied and lowest virtual orbital empties the out-of-plane p orbital and raises the energy by 28.72 eV. A search confined to mirror-preserving rotations ends 21.87 eV above the ground solution. The gradient vanishes to $4.5\times10^{-10}$ eV, but one curvature is negative, $\omega_1=-48.90$ eV. This is a saddle.

An unconfined search from $g$ alone, without probes, did not stop there. Started from the exchanged determinant, it ended in the ground solution. That start carried a mirror-breaking gradient of $2.4\times10^{-10}$ eV left by the preceding calculation, but this size is not needed: a start cleaned to rounding level, $1.3\times10^{-14}$ eV, escapes as well. In floating point this search therefore does not display the blind spot, and the saddle above was located by confining the rotations explicitly. In exact arithmetic a symmetric start could not have left the mirror-preserving space, so an escape of this kind is no substitute for probes.

Near the saddle, a displacement $s=0.02$ rad along $v$ lowers the energy by $\frac12(48.90)(0.02)^2=0.00978$ eV. Newton's step gives this back, which is the rise quoted at the start. An augmented step of 0.3 rad continues outward. The quadratic estimate is $-\frac12(48.90)(0.32^2-0.02^2)=-2.49$ eV, and the actual change is $-2.34$ eV.

At another point near the saddle, displaced also in a random direction, $\alpha=1,2,4$ give lengths 11.37, 1.96 and 0.13 rad. The first is far longer than the largest radius allowed above, 1 rad, which shows why the length must be controlled.

The complete algorithm, started at the saddle itself, takes five accepted steps:

| Row | Energy above ground (eV) | Gradient norm (eV) | Step (rad) |
|---|---|---|---|
| 0 | 21.8688 | $4.5\times10^{-10}$ | 0.50 |
| 1 | 16.6542 | 21.0 | 1.00 |
| 2 | 0.3917 | 9.14 | 0.116 |
| 3 | 0.0008 | 0.603 | 0.0040 |
| 4 | 0.0000 | $1.22\times10^{-3}$ | $2.0\times10^{-5}$ |
| 5 | 0.0000 | $4.8\times10^{-8}$ | stop |

The first step is the hard case with $g\approx0$. Its model change is $q=\frac12(-48.90)(0.50)^2=-6.11$ eV; the actual change is $16.654-21.869=-5.215$ eV. The ratio 0.85 exceeds 0.75, so the radius doubles to 1 rad. From row 2 on, the subspace estimate $\theta$ of the lowest curvature is positive and the gradient collapses; at the final point the full Hessian is confirmed to be positive definite.

The table does not measure the order cleanly, because the inner solver stops at a finite residual. With 27.211 eV per hartree, the residual allowed in row 4 is $(1.22\times10^{-3})^2/27.211=5.5\times10^{-8}$ eV. The new gradient is the actual residual, which is at most this large, plus a remainder quadratic in the step. The observed $4.8\times10^{-8}$ eV lies within the allowed residual, so the run does not show how much of it comes from the remainder. A cleaner measurement of the order uses tightly solved steps from displacements of 0.004 and 0.002 rad. The remaining gradients are $9.02\times10^{-4}$ and $2.24\times10^{-4}$ eV, so the order is $\log_2(9.019/2.242)=2.01$.

The escape used 75 Hessian products, between 9 and 15 per row, against 40 per row for building the full matrix. Each product costs about as much as a Fock build, so counting outer steps alone understates the work. No timing against DIIS was made.

## What convergence does not establish

At zero gradient, a positive definite $H$ certifies a local minimum among real closed-shell determinants in the chosen basis. It does not exclude a lower minimum elsewhere, nor instability towards complex or spin-unrestricted orbitals, whose rotations are absent from $\kappa$. The energy itself remains a mean-field value in a small basis, without electron correlation or relativistic effects. Tighter SCF convergence removes none of these errors.

## Calculated quantities

```
O-H bond 0.96 angstrom; angle 104.5 degrees
basis functions 13, occupied 5, rotations 40
largest gradient test error 8.3e-09 eV
largest curvature test error 3.3e-08 eV
core-start energy -1894.4610 eV
core-start lowest curvature -206.4052 eV
core start: table rows 7, Hessian products 86
ground energy, this algorithm -2067.628348 eV
ground energy, DIIS reference -2067.628348 eV
ground energy in atomic units -75.98394030 hartree
ground lowest curvature 39.0754 eV
swapped start above ground 28.7158 eV
mirror-breaking gradient: uncleaned 2.4e-10 eV, cleaned 1.3e-14 eV
uncleaned, unconfined run: rows 9, end above ground 0.000000 eV, lowest curvature 39.0754 eV
saddle above ground 21.8688 eV
confined run: table rows 5
saddle gradient norm 4.5e-10 eV
saddle negative curvatures 1; lowest -48.9021 eV
occupied px coefficient norm: saddle 4.9e-17, ground 0.8196
model change on sphere of radius 0.3000 rad: step -8.62766 eV, search -8.62766 eV
scale and augmented step length (rad): 1, 11.3699; 2, 1.9568; 4, 0.1269
0.02 rad from saddle: Newton energy change 0.00978 eV
0.02 rad from saddle: augmented energy change -2.34352 eV, length 0.3000 rad
remaining gradient after one step from 0.004 and 0.002 rad: 9.019e-04, 2.242e-04 eV
measured order 2.008
Roothaan linear factor: predicted 0.5920, measured 0.5920
Escape from saddle; energies relative to ground
row  energy/eV  gradient/eV  curvature/eV  step/rad  products  accept
 0    21.868773    4.48e-10    -48.9021   5.00e-01     9 yes
 1    16.654181    2.10e+01    -18.5550   1.00e+00    12 yes
 2     0.391703    9.14e+00     36.7488   1.16e-01    14 yes
 3     0.000837    6.03e-01     39.2955   3.99e-03    13 yes
 4     0.000000    1.22e-03     39.0757   2.04e-05    15 yes
 5     0.000000    4.83e-08     39.0754   0.00e+00    12 stop
escape table rows in total 6, Hessian products 75
```
